# Which core holes emit Auger electrons isotropically, and why?: verification in Python

```python
"""
Result under test: Auger emission from a hole level of angular momentum J.
  J = 1/2 : isotropic for every light polarization.
  J = 3/2 : W(theta) proportional to 1 + alpha2*A20*P2(cos theta).
  p3/2 hole, linear light: A20 = -(Rs2 + Rd2/5)/(Rs2 + 2*Rd2).
  Final ion with Jf = 0: alpha2 = -1.
Symbols: A20 = alignment of the hole, alpha2 = decay factor of the Auger line,
Rs2, Rd2 = squared radial dipole integrals into s and d continuum waves,
beta = alpha2*A20, q = photon helicity component (0 linear, +1/-1 circular).
Example: magnesium 2p hole, nonrelativistic Hartree-Slater potential with
Latter tail. Internal radial units: bohr and hartree; output is converted.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_legendre, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

BOHR_PM = const.physical_constants["Bohr radius"][0] * 1e12
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
X, WEIGHT = np.polynomial.legendre.leggauss(24)   # nodes in cos(theta)
SPINS = (-0.5, 0.5)


# ---------------------------------------------------------------- angular part
@lru_cache(maxsize=None)
def cg(j1, m1, j2, m2, j, m):
    """Clebsch-Gordan coefficient <j1 m1 j2 m2 | j m>."""
    if abs(m1) > j1 or abs(m2) > j2 or abs(m) > j or abs(m1 + m2 - m) > 1e-9:
        return 0.0
    a = [Rational(int(round(2 * v)), 2) for v in (j1, j2, j, m1, m2, m)]
    return float(clebsch_gordan(*a))


def sph(l, m):
    """Spherical harmonic at azimuth zero on the nodes X."""
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    value = norm * lpmv(n, l, X)
    return value * (-1) ** n if m < 0 else value


@lru_cache(maxsize=None)
def dipole_angle(l_out, l, m, q):
    """Angular dipole integral by quadrature."""
    if abs(m) > l or abs(m + q) > l_out:
        return 0.0
    f = sph(l_out, m + q) * sqrt(4 * pi / 3) * sph(1, q) * sph(l, m)
    return float(2 * pi * np.sum(WEIGHT * f))


def hole_populations(l, j, q, radial_squares):
    """Populations of the hole sublevels, photoelectron unobserved."""
    pops = {}
    for m_j in np.arange(-j, j + 0.5):
        total = 0.0
        for s in SPINS:
            m = int(round(m_j - s))
            strength = sum(r2 * dipole_angle(lo, l, m, q) ** 2
                           for lo, r2 in radial_squares.items())
            total += cg(l, m, 0.5, s, j, float(m_j)) ** 2 * strength
        pops[-float(m_j)] = total        # hole projection is opposite
    norm = sum(pops.values())
    return {m: p / norm for m, p in pops.items()}


def alignment(pops):
    j = max(pops)
    moment = sum((3 * m * m - j * (j + 1)) * p for m, p in pops.items())
    scale = sqrt(j * (j + 1) * (2 * j - 1) * (2 * j + 3))
    return sqrt(5) * moment / scale / sum(pops.values())


def auger_pattern(pops, j_final, waves):
    """Explicit amplitude sum; waves maps (l, j) to a complex amplitude."""
    j_hole = max(pops)
    pattern = np.zeros_like(X)
    for m_hole, pop in pops.items():
        for m_final in np.arange(-j_final, j_final + 0.5):
            m_e = m_hole - float(m_final)
            for s in SPINS:
                amp = np.zeros_like(X, dtype=complex)
                for (l, j), v in waves.items():
                    m = int(round(m_e - s))
                    c = (cg(j_final, float(m_final), j, m_e, j_hole, m_hole)
                         * cg(l, m, 0.5, s, j, m_e))
                    if c != 0.0:
                        amp += v * c * sph(l, m)
                pattern += pop * abs(amp) ** 2
    return pattern / (0.5 * np.sum(WEIGHT * pattern))


def p2_coefficient(pattern):
    return float(2.5 * np.sum(WEIGHT * pattern * eval_legendre(2, X)))


# Quadrupole moment left in a subshell, and its projection on j
for l in range(1, 5):
    for l_out, expected in ((l + 1, -l * (2 * l - 1) / 5),
                            (l - 1, -(l + 1) * (2 * l + 3) / 5)):
        pm = {m: dipole_angle(l_out, l, m, 0) ** 2 for m in range(-l, l + 1)}
        moment = sum((3 * m * m - l * (l + 1)) * p for m, p in pm.items())
        assert abs(moment / sum(pm.values()) - expected) < 1e-10
        for j in (l - 0.5, l + 0.5):
            if j > 0.5:
                assert alignment(hole_populations(l, j, 0, {l_out: 1.0})) < -1e-3
    for j, factor in ((l + 0.5, (2*l - 1)/(2*l + 1)),
                      (l - 0.5, (2*l + 3)/(2*l + 1))):
        for m_j in np.arange(-j, j + 0.5):
            value = sum(cg(l, float(m_j - s), 0.5, s, j, float(m_j)) ** 2
                        * (3 * (m_j - s) ** 2 - l * (l + 1)) for s in SPINS)
            assert abs(value - factor * (3*m_j**2 - j*(j + 1))) < 1e-10

# Relativistic channels of a p3/2 hole, total angular momentum one
channel_a = {}
for j_out, expected in ((0.5, -1.0), (1.5, 0.8), (2.5, -0.2)):
    pops = {m: cg(1.5, m, j_out, -m, 1, 0) ** 2 for m in (-1.5, -0.5, 0.5, 1.5)}
    channel_a[j_out] = alignment(pops)
    assert abs(channel_a[j_out] - expected) < 1e-10
d_weight = {}
for j_out in (1.5, 2.5):
    d_weight[j_out] = sum(sum(
        cg(2, m - s, 0.5, s, j_out, m) * cg(1, m - s, 0.5, s, 1.5, m)
        * dipole_angle(2, 1, int(round(m - s)), 0) for s in SPINS) ** 2
        for m in (-1.5, -0.5, 0.5, 1.5))
d_ratio = d_weight[2.5] / d_weight[1.5]
d_mean = (channel_a[1.5] + d_ratio * channel_a[2.5]) / (1 + d_ratio)
assert abs(d_ratio - 9) < 1e-9
assert abs(d_mean - alignment(hole_populations(1, 1.5, 0, {2: 1.0}))) < 1e-10

# J = 1/2: flat when parity is definite, not flat when parity is mixed
oriented = {0.5: 0.9, -0.5: 0.1}
flat = auger_pattern(oriented, 1, {(0, 0.5): 0.7 + 0.2j, (2, 1.5): -0.4 + 0.9j})
mixed = auger_pattern(oriented, 1, {(0, 0.5): 1.0, (1, 0.5): 1.0})
assert np.ptp(flat) < 1e-10
assert np.ptp(mixed) > 0.1

# J = 3/2: one alpha2 fixed by the line predicts another, also oriented, hole
waves = {(1, 0.5): 0.5 + 0.3j, (1, 1.5): -0.8j,
         (3, 2.5): 0.6 - 0.2j, (3, 3.5): 0.3 + 0.7j}
inner = {1.5: 0.0, 0.5: 0.5, -0.5: 0.5, -1.5: 0.0}
other = {1.5: 0.50, 0.5: 0.05, -0.5: 0.30, -1.5: 0.15}
alpha_test = p2_coefficient(auger_pattern(inner, 2, waves)) / alignment(inner)
predicted = 1 + alpha_test * alignment(other) * eval_legendre(2, X)
assert np.allclose(auger_pattern(other, 2, waves), predicted, atol=1e-10)

alpha_jf0 = (p2_coefficient(auger_pattern(inner, 0, {(1, 1.5): 1.0}))
             / alignment(inner))
alpha_swave = (p2_coefficient(auger_pattern(inner, 1, {(0, 0.5): 1.0}))
               / alignment(inner))
assert abs(alpha_jf0 + 1) < 1e-10
assert abs(alpha_swave) < 1e-10

# Resonantly excited K vacancy, J = 1 and M = 0
resonant = {1.0: 0.0, 0.0: 1.0, -1.0: 0.0}
beta_resonant = p2_coefficient(auger_pattern(resonant, 0.5, {(1, 1.5): 1.0}))
assert abs(beta_resonant - 1) < 1e-10


# ----------------------------------------------------------------- radial part
def bound_states(r, step, potential, l, count):
    diagonal = 1 / step**2 + potential + l * (l + 1) / (2 * r**2)
    off = np.full(len(r) - 1, -0.5 / step**2)
    energy, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                       select_range=(0, count - 1))
    return energy, vectors / sqrt(step)


def hartree_slater_magnesium(step, r_max=20.0):
    charge = 12
    r = step * np.arange(1, int(round(r_max / step)) + 1)
    potential = -(1 + (charge - 1) * np.exp(-1.5 * r)) / r
    for _ in range(250):
        e_s, u_s = bound_states(r, step, potential, 0, 3)
        e_p, u_p = bound_states(r, step, potential, 1, 1)
        shell = 2 * np.sum(u_s**2, axis=1) + 6 * u_p[:, 0] ** 2
        enclosed = np.cumsum(shell) * step - 0.5 * step * shell
        g = shell / r
        outside = np.cumsum(g[::-1])[::-1] * step - 0.5 * step * g
        density = shell / (4 * pi * r**2)
        raw = (-charge / r + enclosed / r + outside
               - 1.5 * (3 * density / pi) ** (1 / 3))
        new = np.minimum(raw, -1 / r)
        change = np.max(np.abs(r * (new - potential)))
        if change < 1e-7:
            break
        potential = 0.6 * potential + 0.4 * new
    assert change < 1e-7
    tail = r[np.where(raw < -1 / r)[0][-1]]
    return r, potential, e_s, e_p[0], u_p[:, 0], tail


def coulomb_outgoing(l, k, radius):
    """Outgoing wave for the -1/r tail, constant phase left out."""
    eta, rho = -1 / k, k * radius
    term = total = 1.0 + 0j
    for n in range(14):
        term *= ((1 + l + 1j*eta + n) * (-l + 1j*eta + n)
                 / ((n + 1) * 2j * rho))
        total += term
    return np.exp(1j * (rho - eta * np.log(2 * rho))) * total


def continuum_wave(r, step, potential, l, energy):
    """Continuum function normalized per hartree."""
    factor = 2 + 2 * step**2 * (potential + l*(l + 1)/(2*r**2) - energy)
    factor = factor.tolist()
    u = [0.0, step ** (l + 1)]
    for i in range(len(r) - 1):
        u.append(factor[i] * u[-1] - u[-2])
    u = np.array(u[1:])
    k = sqrt(2 * energy)
    last = len(r) - 1
    first = last - int(round(pi / (2 * k * step)))
    h = [coulomb_outgoing(l, k, r[i]) for i in (first, last)]
    coeff = np.linalg.solve([[z.real, z.imag] for z in h], u[[first, last]])
    return u * sqrt(2 / (pi * k)) / np.hypot(*coeff)


# Hydrogen: continuum normalization against independent Coulomb functions
h_step = 0.005
r_h = h_step * np.arange(1, 4001)
u_2p_h = r_h**2 * np.exp(-r_h / 2) / (2 * sqrt(6))
nodes, node_weights = np.polynomial.legendre.leggauss(60)
nodes, node_weights = 10 * (nodes + 1), 10 * node_weights
for l in (0, 2):
    wave = continuum_wave(r_h, h_step, -1 / r_h, l, 0.5)
    numeric = h_step * np.sum(wave * r_h * u_2p_h)
    regular = np.array([float(mp.re(mp.coulombf(l, -1, x))) for x in nodes])
    exact = sqrt(2 / pi) * np.sum(node_weights * regular * nodes**3
                                * np.exp(-nodes / 2) / (2 * sqrt(6)))
    assert abs(abs(numeric) - abs(exact)) < 3e-3 * max(1, abs(exact))

KINETIC_EV = (5.0, 20.0, 50.0, 100.0, 200.0)


def magnesium_integrals(step):
    r, potential, e_s, e_2p, u_2p, tail = hartree_slater_magnesium(step)
    assert tail < 10                     # matching region has a pure -1/r tail
    slope = np.gradient(u_2p, step)
    rows, worst = [], 0.0
    for kinetic in KINETIC_EV:
        energy = kinetic / HARTREE_EV
        squares = {}
        for l, centrifugal in ((0, -1.0), (2, 2.0)):
            wave = continuum_wave(r, step, potential, l, energy)
            length = step * np.sum(wave * r * u_2p)
            velocity = step * np.sum(wave * (-slope + centrifugal*u_2p/r))
            velocity /= energy - e_2p
            scale = max(abs(length), 1e-2)
            worst = max(worst, abs(length - velocity) / scale)
            squares[l] = length**2
        rows.append(squares)
    assert worst < 2e-3
    return rows, e_s, e_2p, tail, worst


def p32_alignment(squares):
    return -(squares[0] + squares[2] / 5) / (squares[0] + 2 * squares[2])


fine, e_s, e_2p, tail, gauge_error = magnesium_integrals(0.005)
coarse = magnesium_integrals(0.010)[0]
grid_change = max(abs(p32_alignment(a) - p32_alignment(b))
                  for a, b in zip(fine, coarse))
assert grid_change < 5e-3

print("Angular results (dimensionless)")
for j_out, name in ((0.5, "s1/2"), (1.5, "d3/2"), (2.5, "d5/2")):
    print(f"A20 of p3/2 hole, {name} channel only: {channel_a[j_out]:.4f}")
print(f"nonrelativistic weight ratio d5/2 : d3/2 = {d_ratio:.4f}")
print(f"A20 of p3/2 hole, pure d wave = {d_mean:.4f}")
print(f"alpha2 for J=3/2 to Jf=0 = {alpha_jf0:.4f}")
print(f"alpha2 for J=3/2, s wave only = {abs(alpha_swave):.4f}")
print(f"beta, K-excited J=1 M=0, p3/2 wave only = {beta_resonant:.4f}")
print(f"J=1/2 pattern spread, definite parity = {np.ptp(flat):.1e}")
print(f"J=1/2 pattern spread, artificial mixed parity = {np.ptp(mixed):.3f}")
print("Magnesium, Hartree-Slater with Latter tail")
for name, value in (("1s", e_s[0]), ("2s", e_s[1]), ("2p", e_2p), ("3s", e_s[2])):
    print(f"eigenvalue {name} = {value * HARTREE_EV:.2f} eV")
print(f"-1/r tail begins at {tail * BOHR_PM:.1f} pm")

unit = BOHR_PM**2 / HARTREE_EV
for kinetic, squares in zip(KINETIC_EV, fine):
    linear = hole_populations(1, 1.5, 0, squares)
    plus = hole_populations(1, 1.5, 1, squares)
    minus = hole_populations(1, 1.5, -1, squares)
    unpolarized = {m: 0.5 * (plus[m] + minus[m]) for m in plus}
    a20 = p32_alignment(squares)
    assert abs(alignment(linear) - a20) < 1e-10
    assert abs(alignment(unpolarized) + a20 / 2) < 1e-10
    pattern = auger_pattern(linear, 0, {(1, 1.5): 1.0})
    assert np.allclose(pattern, 1 - a20 * eval_legendre(2, X), atol=1e-10)
    beta = p2_coefficient(pattern)
    beta_un = p2_coefficient(auger_pattern(unpolarized, 0, {(1, 1.5): 1.0}))
    for q in (-1, 0, 1):
        half_hole = hole_populations(1, 0.5, q, squares)
        assert np.ptp(auger_pattern(half_hole, 0, {(1, 0.5): 1.0})) < 1e-10
    photon = kinetic - e_2p * HARTREE_EV
    print(f"photoelectron {kinetic:.0f} eV, photon {photon:.2f} eV:")
    print(f"  Rs2 = {squares[0]*unit:.4f}, Rd2 = {squares[2]*unit:.4f} pm^2/eV")
    print(f"  L3 linear: A20 = {a20:.4f}, beta = {beta:.4f}, "
          f"W(0)/W(90 deg) = {(1 + beta)/(1 - beta/2):.4f}")
    print(f"  L3 unpolarized: beta = {beta_un:.4f}, "
          f"W(0)/W(90 deg) = {(1 + beta_un)/(1 - beta_un/2):.4f}")
    if kinetic == 50.0:
        circular = hole_populations(1, 0.5, 1, squares)
        assert abs(circular[0.5] - circular[-0.5]) > 0.01
        print(f"  L2 circular q=+1: p(+1/2) = {circular[0.5]:.4f}, "
              f"p(-1/2) = {circular[-0.5]:.4f}")

print(f"angle where P2 vanishes = {np.degrees(np.arccos(1/sqrt(3))):.2f} deg")
print(f"largest relative length-velocity difference = {gauge_error:.1e}")
print(f"largest A20 change on doubling grid step = {grid_change:.1e}")
print("done: every assertion held")
```

Running it gives:

```
Angular results (dimensionless)
A20 of p3/2 hole, s1/2 channel only: -1.0000
A20 of p3/2 hole, d3/2 channel only: 0.8000
A20 of p3/2 hole, d5/2 channel only: -0.2000
nonrelativistic weight ratio d5/2 : d3/2 = 9.0000
A20 of p3/2 hole, pure d wave = -0.1000
alpha2 for J=3/2 to Jf=0 = -1.0000
alpha2 for J=3/2, s wave only = 0.0000
beta, K-excited J=1 M=0, p3/2 wave only = 1.0000
J=1/2 pattern spread, definite parity = 1.1e-15
J=1/2 pattern spread, artificial mixed parity = 0.531
Magnesium, Hartree-Slater with Latter tail
eigenvalue 1s = -1290.34 eV
eigenvalue 2s = -89.09 eV
eigenvalue 2p = -56.41 eV
eigenvalue 3s = -6.87 eV
-1/r tail begins at 163.3 pm
photoelectron 5 eV, photon 61.41 eV:
  Rs2 = 4.8513, Rd2 = 13.9518 pm^2/eV
  L3 linear: A20 = -0.2333, beta = 0.2333, W(0)/W(90 deg) = 1.3962
  L3 unpolarized: beta = -0.1166, W(0)/W(90 deg) = 0.8347
photoelectron 20 eV, photon 76.41 eV:
  Rs2 = 2.5347, Rd2 = 21.6957 pm^2/eV
  L3 linear: A20 = -0.1497, beta = 0.1497, W(0)/W(90 deg) = 1.2427
  L3 unpolarized: beta = -0.0748, W(0)/W(90 deg) = 0.8918
photoelectron 50 eV, photon 106.41 eV:
  Rs2 = 0.9772, Rd2 = 12.9667 pm^2/eV
  L3 linear: A20 = -0.1327, beta = 0.1327, W(0)/W(90 deg) = 1.2132
  L3 unpolarized: beta = -0.0663, W(0)/W(90 deg) = 0.9037
  L2 circular q=+1: p(+1/2) = 0.2772, p(-1/2) = 0.7228
photoelectron 100 eV, photon 156.41 eV:
  Rs2 = 0.3058, Rd2 = 4.3566 pm^2/eV
  L3 linear: A20 = -0.1305, beta = 0.1305, W(0)/W(90 deg) = 1.2094
  L3 unpolarized: beta = -0.0653, W(0)/W(90 deg) = 0.9052
photoelectron 200 eV, photon 256.41 eV:
  Rs2 = 0.0655, Rd2 = 0.8347 pm^2/eV
  L3 linear: A20 = -0.1340, beta = 0.1340, W(0)/W(90 deg) = 1.2154
  L3 unpolarized: beta = -0.0670, W(0)/W(90 deg) = 0.9028
angle where P2 vanishes = 54.74 deg
largest relative length-velocity difference = 1.8e-04
largest A20 change on doubling grid step = 6.4e-04
done: every assertion held
```
